Multiple-quantum second moment as a commutator norm in a dipolar cluster

Suppose the spread of multiple-quantum coherence is to be calculated for a cluster of dipolar-coupled spins. One must decide whether to simulate the whole experiment, with its phase increments and its time-reversed half, or to evaluate a single commutator. For the second moment of the intensity distribution the single commutator suffices, provided that the reversal is perfect. If it is not, the experiment measures a different quantity, an overlap of two commutators, and both halves must be propagated, though still without phase increments. A second decision follows: whether that moment may be read as a number of correlated spins.

**Two spins**

Hamiltonians are written as angular frequencies, so ħ does not appear in the propagators. Take two spins 1/2 with the double-quantum Hamiltonian

H = (d/2)(I₁⁺I₂⁺ + I₁⁻I₂⁻).

At high temperature the density operator is a multiple of the identity plus a small term proportional to I_z. The identity does not evolve, so I follow I_z alone. H connects only |↑↑⟩ and |↓↓⟩. In that block H = (d/2)σ_x and I_z = σ_z; in the other block both vanish. Since −i[H, σ_z] = −dσ_y and −i[H, σ_y] = dσ_z,

ρ(τ) = e^{−iHτ} I_z e^{iHτ} = σ_z cos dτ − σ_y sin dτ.

A matrix element ⟨a|ρ|b⟩ has coherence order n = m_a − m_b, where m is the eigenvalue of I_z. Thus σ_z has order 0 and σ_y has orders +2 and −2 in equal parts. As shares of Tr ρ² = 2, the intensities are

I₀ = cos² dτ, I₂ = I₋₂ = ½ sin² dτ,

and their second moment is

M₂ = Σ_n n² I_n = 4 sin² dτ.

Now take the commutator: [I_z, ρ] = −sin dτ [σ_z, σ_y] = 2i sin dτ σ_x. Its squared norm Tr(A†A) is 8 sin² dτ. Divided by Tr I_z² = 2, this is again 4 sin² dτ. The agreement does not depend on there being two spins.

**Any number of spins, any unitary**

Let U be any unitary on N spins and ρ = U I_z U†. Collect the matrix elements of order n into ρ_n, so that

ρ = Σ_n ρ_n, [I_z, ρ_n] = nρ_n, ρ₋ₙ = ρ_n†.

The last relation holds because ρ is Hermitian. Write ⟨A,B⟩ = Tr(A†B) and ‖A‖² = ⟨A,A⟩. Parts of different order occupy different matrix elements and are therefore orthogonal. With I_n = ‖ρ_n‖²/‖I_z‖², the intensities add up to one, and

‖[I_z, ρ]‖² = ‖Σ_n nρ_n‖² = Σ_n n²‖ρ_n‖².

The norm is unchanged when an operator is multiplied by U† on the left and U on the right. That operation turns [I_z, ρ] into [U†I_zU, I_z]. With W = U†I_zU, the Heisenberg operator I_z(τ), and V = I_z,

M₂ = ‖[W, V]‖²/‖V‖².

This is the result. To expose the out-of-time-order correlator, note that [W,V] is anti-Hermitian, so its squared norm is −Tr([W,V]²). Multiplying out,

−Tr([W,V]²) = −Tr(WVWV) + Tr(WVVW) + Tr(VWWV) − Tr(VWVW).

Cyclic permutation makes the two middle traces equal to Tr(W²V²) and the outer two equal to each other:

M₂ = 2[Tr(W²V²) − Tr(WVWV)]/Tr V².

In the second trace the late and early operators alternate, which is what "out of time order" means. All averages are at infinite temperature.

At U = 1 both terms equal 2Tr V⁴/Tr V² and M₂ vanishes. For eight spins, V is half a sum of eight independent signs. Its mean square is 8/4 = 2 and its mean fourth power is [8 + 3·8·7]/16 = 11, so each term starts at 11.

**How the experiment gets the intensities**

After preparation by U, the phase is shifted by R = e^{−iφI_z}, the evolution is undone by U†, and I_z is detected:

S(φ) = Tr[I_z U†RρR†U]/Tr I_z² = Tr[ρ RρR†]/Tr I_z².

The second form follows by moving U and U† cyclically around I_z. Since Rρ_nR† = e^{−inφ}ρ_n, and Tr(ρ_pρ_n) vanishes unless p = −n,

S(φ) = Σ_n e^{−inφ} I_n.

A Fourier transform over φ returns I_n. Orders run from −N to N, so 2N + 1 equally spaced phases are enough to keep them apart. The moment is also the curvature at the origin, M₂ = −S″(0).

The derivation made no use of the form of U, so it covers a spinning sample, whose couplings depend on time. The condition lies in the reversal. If H(t) acts for 0 < t < τ, then U† is produced by the Hamiltonian −H(τ−s) at time s after the reversal begins: the sign is changed and the history is run backwards. Changing the sign while the rotor carries the couplings on to new values does not in general give U†.

**A Hamiltonian that produces growth**

For a static solid in a large field along z, define

H_α = Σ_{j<k} d_jk(3I_jαI_kα − **I**_j·**I**_k), α = x, y, z,

d_jk = −(μ₀/4π)γ²ħ(3cos²θ_jk − 1)/(2r_jk³).

The secular dipolar Hamiltonian H_z conserves I_z. It leaves ρ = I_z and M₂ = 0 at all times, however strong the couplings. Pulses can make the spins experience H_x for two thirds of a cycle and H_z for one third. To leading order in cycle time times coupling, and with ideal pulses, the average is (2H_x + H_z)/3. Because H_x + H_y + H_z = 0, this equals

H = (H_x − H_y)/3 = Σ_{j<k} d_jk(I_jxI_kx − I_jyI_ky) = H₊ + H₋,

H₊ = ½Σ_{j<k} d_jk I_j⁺I_k⁺, H₋ = H₊†.

The last step uses I_j⁺I_k⁺ + I_j⁻I_k⁻ = 2(I_jxI_kx − I_jyI_ky). A rotation by 90° about z multiplies H₊ and H₋ by e^{∓iπ} = −1. It turns H into −H and so supplies the reversal for a static sample.

The same rotation leaves I_z alone, hence ρ(−τ) = Rρ(τ)R† with φ = π/2. The intensities are therefore even functions of τ.

**Short times**

Expand ρ = Σ_k A_kτ^k. The equation of motion gives A_{k+1} = LA_k/(k+1), where LX = −i[H,X] and A₀ = I_z. From [I_z, H_±] = ±2H_±,

A₁ = 2i(H₊ − H₋),

A₂ = −(i/2)(2i)[H₊ + H₋, H₊ − H₋] = −2[H₊, H₋].

A₁ has orders ±2. A₂ has order 0, since it lowers by two what it has raised by two. It therefore adds nothing to M₂ directly, though it acts on M₂ through A₃.

Let tr be the trace divided by 2^N, and use it in the norms; ratios are unaffected. Each pair contributes tr(I_j⁻I_j⁺I_k⁻I_k⁺) = ¼, so ‖H₊‖² = Σ_{j<k}d_jk²/16. The τ² coefficient of M₂ is

4‖A₁‖²/‖I_z‖² = 4·4·2‖H₊‖²/(N/4) = (8/N)Σ_{j<k} d_jk².

At order τ⁴ the A₂ term is zero, and the cross term of A₁ with A₃ remains: 2·4⟨A₁,A₃⟩. The map L is anti-Hermitian, ⟨X,LY⟩ = −⟨LX,Y⟩, so

⟨A₁,A₃⟩ = ⅓⟨A₁,LA₂⟩ = −⅓⟨LA₁,A₂⟩ = −⅔‖A₂‖².

With K = [H₊,H₋] the numerator is −(16/3)‖A₂‖² = −(64/3)‖K‖². This is negative, so the first correction slows the growth.

K is found pair by pair. Two factors acting on the same pair give

(½+I_jz)(½+I_kz) − (½−I_jz)(½−I_kz) = I_jz + I_kz.

Factors that share one spin k give I_j⁺I_l⁻[I_k⁺,I_k⁻] = 2I_kzI_j⁺I_l⁻. Factors with no common spin commute. With S_k = Σ_j d_jk² and Q_k = Σ_j d_jk⁴,

K = ¼Σ_k S_kI_kz + ½Σ_k Σ_{j≠l} d_jkd_lk I_kzI_j⁺I_l⁻,

where j and l differ from k. All these products are mutually orthogonal. The first sum contributes (1/16)(1/4)S_k² for each k. The second contributes (1/4)(1/16)Σ_{j≠l}d_jk²d_lk² = (S_k² − Q_k)/64. Hence ‖K‖² = Σ_k(2S_k² − Q_k)/64. Dividing by N/4,

M₂ = a₂τ² − a₄τ⁴ + O(τ⁶),

a₂ = (4/N)Σ_k S_k, a₄ = (4/3N)Σ_k(2S_k² − Q_k).

For two spins S_k = d² and Q_k = d⁴, which gives 4d²τ² − (4/3)d⁴τ⁴, the expansion of 4 sin² dτ.

Four-quantum coherence comes later than a count of two steps would suggest. A₂ has no part of order 4 because H₊ commutes with itself, and A₃ ∝ [H,K] reaches only ±2. The first such part is (1/6)[H₊,[H₊,K]] in A₄. The amplitude thus begins at τ⁴ and the intensity at τ⁸, unless that commutator vanishes.

**Eight protons**

The model cluster has protons at these positions, in Å, with the field along z:

1 (0, 0, 0); 2 (2, 0.5, 0); 3 (0.5, 2.5, 0.5); 4 (2.5, 2.5, 1)
5 (0, 0.5, 2.5); 6 (2.5, 0, 2); 7 (0.5, 3, 3); 8 (3, 2, 3)

The constant (μ₀/4π)γ²ħ/2π is 120.12 kHz at 1 Å. Spins 1 and 2 are 2.062 Å apart at θ = 90°, so d₁₂/2π = 120.12/(2·2.062³) = 6.85 kHz. The strongest couplings, −10.49 kHz, belong to pairs 2–6 and 4–8. All 28 are kept.

For N = 8 the prefactor 8/N is one, and a₂ is the sum of the squared couplings. That sum is 465.2 kHz² in d/2π. Multiplication by (2π·10⁻³)² converts it to

a₂ = 0.01837 µs⁻², a₄ = 4.469×10⁻⁵ µs⁻⁴.

The time scale 1/√a₂ is 7.4 µs. At 5 µs the series gives 0.4312; full propagation gives 0.4320. At 10 µs it gives 1.390 against 1.439, which is 3% low relative to propagation. At 20 µs it gives 0.20 against 2.79 and has lost its use.

Propagation means diagonalizing the 256×256 matrix of H and forming ρ(τ). In the table, ⟨w⟩ is the mean number of spins on which ρ acts, defined in the next section. Intensities are summed over both signs of n. All values belong to the ideal average Hamiltonian. A pulse sequence realizes it only at multiples of its cycle time, and only approximately: for an eight-pulse cycle of 60 µs with 2 µs pulses, M₂ at 60 µs is 2.95 instead of 2.83, and the echo obtained with the 90° phase shift is 0.93 at 60 µs and 0.30 at 960 µs. Times shorter than one cycle, and times of milliseconds, describe the model rather than such an experiment.

τ/µs   M₂     I₀      I₂      I₄      ⟨w⟩
2      0.073  0.982   0.018   0.000   1.02
5      0.432  0.892   0.108   0.000   1.11
10     1.439  0.640   0.360   0.000   1.41
20     2.793  0.308   0.690   0.002   2.15
30     2.291  0.480   0.504   0.016   2.69
40     2.366  0.530   0.433   0.037   3.09
60     2.835  0.416   0.544   0.038   3.92
100    3.698  0.364   0.549   0.081   5.04

At 20 µs the two traces in the correlator formula are 5.228 and 2.436. Both have fallen from 11, and their difference is M₂ = 2.793.

The local exponent d ln M₂/d ln τ, taken from propagated values 1% either side of each time, is 1.98 at 2 µs, 1.51 at 10 µs and 0.12 at 20 µs. An exponential e^{λτ} would have exponent λτ, rising with time. The initial growth of this cluster shows no such regime.

M₂ then falls between 20 and 30 µs. The table shows where the loss arises: I₂ drops by 0.186, which removes 4·0.186 = 0.74, while I₄ rises by 0.014 and returns 0.22. Six-quantum intensity supplies a further 0.02. Intensity has flowed from order 2 back to order 0. An isolated pair with the strongest coupling would reach its maximum at dτ = π/2, or 1/(4·10.49 kHz) = 24 µs, and then decline. The two strongest pairs are not the whole cause of the dip, however. With couplings 2–6 and 4–8 set to zero, M₂ still passes a maximum of 2.35 near 27 µs and a minimum of 2.11 near 40 µs. With them present, the maximum is 2.80 near 21 µs and the minimum 2.16 near 34 µs. The strong pairs deepen the dip. That it comes earlier in µs reflects the overall time scale: removing them lowers the sum of squared couplings from 465 to 245 kHz² and lengthens 1/√a₂ by a factor 1.38, and dividing 27 and 40 µs by this factor gives 20 and 29 µs.

The eight-quantum intensity is zero by symmetry. Let a = ⟨↑…↑|ρ|↓…↓⟩. Flipping all spins preserves H and reverses I_z, so a* = −a. Because H is real, complex conjugation gives a(τ)* = a(−τ). The 90° rotation gives a(−τ) = e^{−8iπ/2}a(τ) = a(τ). A number that is both imaginary and real is zero. For two spins the rotation phase is −1, the two conditions coincide, and the highest order survives.

**Does M₂ count spins?**

Write ρ as a sum of products in which each spin carries 1, I_z, I⁺ or I⁻. Let w be the number of spins not carrying 1, and P_w the share of ‖ρ‖² with that w. A product has order n equal to its number of I⁺ minus its number of I⁻, so |n| ≤ w. The commutator with I_z multiplies each product by n and leaves w alone. Since sectors of different w are orthogonal,

M₂ ≤ Σ_w w²P_w = ⟨w²⟩.

At 100 µs, M₂ = 3.70 while ⟨w²⟩ = 29.0, so the bound is far from tight. By itself it shows that some part of ρ has w ≥ 2. The individual orders say more. The intensity with |n| ≥ q cannot exceed the share with w ≥ q. The six-quantum intensity at 100 µs, 0.0057, therefore establishes at least that share on six or more spins.

To turn M₂ into a count one needs a model. Suppose ρ is spread evenly over all matrix elements of K spins. Then M₂ is the mean of (m_a − m_b)², which is twice the variance K/4:

M₂ = K/2.

Each spin then carries something other than 1 with probability 3/4, because three of its four basis operators do, and ⟨w⟩ = 3K/4. Applied at 20 µs, this model gives K = 5.6 and ⟨w⟩ = 4.2, against the propagated 2.15. At 100 µs it gives 5.5 against 5.04. The model is poor early and fair later in this cluster. It also reads the decline of M₂ between 20 and 30 µs as a loss of correlated spins, whereas ⟨w⟩ rises from 2.15 to 2.69.

At late times the model with K = 8 predicts M₂ = 4. Over 120 random times between 1000 and 11000 µs, the propagated mean is 4.45 with a standard deviation of 0.26, so the mean itself is uncertain by about 0.02 and other samples of times give 4.41 to 4.45. The mean lies about a tenth above the estimate, so N/2 is neither a ceiling nor an accurate plateau here. The calculation does not identify the cause of the excess.

**A chain in which the count fails**

Take an open chain with equal nearest-neighbour couplings d. Rotate every even-numbered spin by 180° about x, which exchanges I⁺ with I⁻ and reverses I_z there. Then

H → (d/2)Σ_j(I_j⁺I_{j+1}⁻ + I_j⁻I_{j+1}⁺), I_z → Σ_j s_jI_jz,

with s_j = +1 on odd and −1 on even sites. The Jordan–Wigner map I_j⁺ = c_j†Π_{l<j}(1−2n_l), I_jz = n_j − ½, with n_l = c_l†c_l, turns the spins into fermions. Between neighbours the sign strings cancel, and H = Σ_ij h_ijc_i†c_j with h_{j,j+1} = h_{j+1,j} = d/2. This matrix has eigenvalues ε_k = d cos[πk/(N+1)], k = 1…N.

Commutators of bilinear forms follow those of their matrices. The initial matrix s = diag(s_j) therefore evolves into B = e^{−ihτ}s e^{ihτ}. Since h joins sites of opposite sign, sh = −hs, and s e^{ihτ} = e^{−ihτ}s. Thus

B = e^{−2ihτ}s.

Undo the rotation. A term c_i†c_j with i and j on the same sublattice has one raising and one lowering operator, or is diagonal: order 0. On opposite sublattices it becomes I⁺I⁺ or I⁻I⁻: order ±2. The string between them contains I_z factors and does not alter the order. No other orders occur.

The operators c_i†c_j − δ_ij/2 are orthogonal, each with tr-norm squared ¼, so the intensities are the shares of Σ|B_ij|² = N. Same-sublattice elements come from even powers of h, that is from cos 2hτ; the others come from sin 2hτ. Therefore

M₂ = 4(1 − I₀) = (4/N)Σ_k sin²(2ε_kτ) ≤ 4.

For N = 2, ε_k = ±d/2 and the two-spin result returns. For even N no ε_k is zero, and the long-time average is 2 whatever the length.

For eight spins at dτ = 1, 2 and 3, M₂ is 2.73, 1.58 and 2.11. Matrix propagation gives ⟨w⟩ = 2.13, 3.07 and 3.87 at the same times. The operator spreads through strings of I_z, which carry no coherence order and so go unseen by a commutator with the total I_z.

**When the reversal is imperfect**

Let the forward evolution be U_f and the reconversion U_b, no longer U_f†. Define ρ_f = U_fI_zU_f† and ρ_b = U_b†I_zU_b. The steps that led to S(φ) now give intensities ⟨ρ_{b,n}, ρ_{f,n}⟩/‖I_z‖², and the measured moment is

M₂′ = ⟨[I_z,ρ_b], [I_z,ρ_f]⟩/‖I_z‖².

It is an overlap of two commutators. It is real, since both are anti-Hermitian, but it can be negative. By the Cauchy–Schwarz inequality its size is at most the geometric mean of the two true moments. It becomes a commutator norm when ρ_b = ρ_f.

As a case, add a secular residue 0.05H_z that keeps its sign: H + 0.05H_z forward and −H + 0.05H_z backward, each for 30 µs. The echo at φ = 0 falls from 1 to 0.984. The raw moment is 2.240, while the commutator norm of the actual forward evolution is 2.300, a deficit of 2.6%. Division by S(0) gives 2.275 and leaves 1.1%. Normalizing the echo thus repairs part of the error here. It does not restore the identity, because the loss need not be the same in every order.
